# Following Ferroelectric–Dielectric Load-Line Solutions by Pseudo-Arclength Continuation

## What symmetry and dimensions fix

A ferroelectric film of thickness \(t_f\) and a linear dielectric of thickness \(t_d\) lie between two ideal metal electrodes. The film occupies \(0<x<t_f\), and its electrode is at potential \(V\). The electrode beyond the dielectric is grounded. All quantities depend on \(x\) alone, and \(E=-d\phi/dx\). The interface may carry a fixed sheet charge \(\sigma\).

Suppose first that the polarization \(P\) is uniform. Its bound charge at the interface is then \(+P\) per unit area, so \(P\) and \(\sigma\) enter the electrostatics together, as \(P+\sigma\). Poisson's equation is linear, so the voltage must be a linear combination of the film field \(E_f\) and this charge:

\[
V=L\,E_f+\frac{P+\sigma}{C}.
\]

By dimensions, \(L\) is a length and \(C\) a capacitance per unit area. If \(E_f=0\), the whole voltage falls across the dielectric, which identifies \(C\) as the dielectric capacitance \(C_d=\varepsilon_0\varepsilon_d/t_d\).

The film obeys a constitutive law \(E_f=E_L(P)\). Without a built-in direction, reversing \(P\) reverses the field, so \(E_L\) is odd. The lowest odd polynomial that can describe two polarized states is

\[
E_L(P)=\alpha P+\beta P^3,\qquad \alpha<0<\beta .
\]

The answer therefore has the form

\[
V-\frac{\sigma}{C_d}=AP+BP^3 .
\]

The interface charge shifts this odd curve along the voltage axis without changing its shape. What remains is to find \(A\) and \(B\), to show when uniform \(P\) is justified, and to follow the curve where it turns back in voltage.

## Two cells by hand

Take one cell for each layer. The displacement in the film contains a background response of relative permittivity \(\varepsilon_b\):

\[
D_f=\varepsilon_0\varepsilon_bE_f+P,\qquad D_d=\varepsilon_0\varepsilon_dE_d .
\]

Gauss's law at the interface and the sum of the potential drops are

\[
D_d-D_f=\sigma,\qquad V=t_fE_f+t_dE_d .
\]

The first relation gives \(E_d=(\varepsilon_0\varepsilon_bE_f+P+\sigma)/(\varepsilon_0\varepsilon_d)\). Substitution in the second gives

\[
V=\left(t_f+t_d\frac{\varepsilon_b}{\varepsilon_d}\right)E_f+\frac{t_d}{\varepsilon_0\varepsilon_d}(P+\sigma).
\]

Hence \(L=t_f+t_d\varepsilon_b/\varepsilon_d\). Inserting \(E_f=\alpha P+\beta P^3\) and collecting powers of \(P\) yields

\[
A=L\alpha+\frac1{C_d},\qquad B=L\beta .
\]

The negative \(\alpha\) favours a polarized film, while the positive \(1/C_d\) is the electrostatic cost of imperfect screening. At \(V=0\) the same voltage equation gives the depolarization field,

\[
E_f=-\frac{P+\sigma}{C_dL}.
\]

It opposes \(P+\sigma\), which need not have the sign of \(P\).

For a numerical case, choose round model parameters: \(t_f=10\) nm, \(t_d=1.5\) nm, \(\varepsilon_b=20\), \(\varepsilon_d=30\) and \(\sigma=0.020\) C/m². With fields in V/nm and polarization in C/m², take \(\alpha=-1\) and \(\beta=25\). The film alone then has zero field at \(P_0=\sqrt{-\alpha/\beta}=0.200\) C/m². The coefficients are

\[
L=10+1.5\times\frac{20}{30}=11\ \text{nm},\qquad \frac1{C_d}=5.647\ \text{V m}^2/\text{C},
\]

\[
A=-11+5.647=-5.353,\qquad B=11\times25=275,
\]

in units of V/(C/m²) and V/(C/m²)³. The voltage shift is \(\sigma/C_d=0.020\times5.647=0.1129\) V.

## Where the load line folds

The slope of the curve is

\[
\frac{dV}{dP}=A+3BP^2 .
\]

If \(A\ge0\), \(V\) increases strictly with \(P\), and each voltage has one solution. If \(A<0\), the slope vanishes at \(P=\mp p\), where

\[
p=\sqrt{\frac{-A}{3B}} .
\]

To find the voltage at \(P=-p\), use \(Bp^2=|A|/3\):

\[
A(-p)+B(-p)^3=|A|p-\frac{|A|}{3}p=\frac23|A|p .
\]

The other fold has the opposite sign, so

\[
V_{\mp}=\frac{\sigma}{C_d}\pm\frac23|A|p\quad\text{at}\quad P=\mp p .
\]

Strictly between these voltages there are three solutions; outside them there is one. In the example,

\[
p=\sqrt{\frac{5.353}{825}}=0.0806\ \text{C/m}^2,\qquad \frac23|A|p=0.2875\ \text{V}.
\]

The folds lie at \(0.1129+0.2875=0.4004\) V and \(0.1129-0.2875=-0.1745\) V, to rounding. The window between them is 0.575 V wide.

At a fold two roots of the cubic coincide. The cubic has no quadratic term, so its three roots sum to zero, and the remaining root is \(-2\) times the fold polarization. At the upper fold voltage this distant state has \(P=0.161\) C/m².

The folds disappear when \(A=0\). Multiplying that condition by \(\varepsilon_0\varepsilon_d\) and writing \(\alpha=-|\alpha|\) gives

\[
-|\alpha|(\varepsilon_0\varepsilon_dt_f+\varepsilon_0\varepsilon_bt_d)+t_d=0,
\]

\[
t_d^*=\frac{\varepsilon_0\varepsilon_d|\alpha|t_f}{1-\varepsilon_0\varepsilon_b|\alpha|}.
\]

This is a positive thickness if \(\varepsilon_0\varepsilon_b|\alpha|<1\). Here that product is 0.1771, and \(t_d^*=3.23\) nm. Continuation tests at 0.9 and 1.1 times this thickness find two folds and none, respectively.

Two limits show how screening acts. As \(t_d\to0\), \(A\to\alpha t_f\) and \(B\to\beta t_f\): the folds are then those of the film's own field law multiplied by its thickness. As \(t_d\to t_d^*\) from below, the half-window is

\[
\frac23|A|p=\frac{2|A|^{3/2}}{3\sqrt{3B}},
\]

which tends to zero. With \(\sigma\ne0\), the shift \(\sigma/C_d\) stays finite in this limit. The three solutions at \(V=0\) are therefore lost at a thickness below \(t_d^*\), although the curve still has folds at other voltages.

## One step around a fold by hand

Write the reduced problem as

\[
g(P,V)=\frac{\sigma}{C_d}+AP+BP^3-V=0 .
\]

Newton's method at fixed \(V\) changes \(P\) by \(-g/(A+3BP^2)\). Its denominator vanishes at a fold. The curve itself is smooth there; the fault lies in using \(V\) as the coordinate along it.

Pseudo-arclength continuation lets both variables change. A tangent \(t=(t_P,t_V)\) obeys

\[
(A+3BP^2)t_P-t_V=0 .
\]

One steps along the tangent, then returns to the curve within the line perpendicular to it. Perpendicularity needs a common scale, so define the product of two changes as \(u_Pv_P/P_0^2+u_Vv_V\), with voltages measured in volts. The corrector matrix at the starting point is

\[
M=\begin{pmatrix}g_P&-1\\ t_P/P_0^2&t_V\end{pmatrix},\qquad g_P=A+3BP^2 .
\]

Since \(t_V=g_Pt_P\), its determinant is

\[
\det M=g_Pt_V+\frac{t_P}{P_0^2}=t_P\left(g_P^2+\frac1{P_0^2}\right).
\]

This is nonzero even when \(g_P=0\), because \(t_P=0\) would also make \(t_V=0\), leaving no tangent.

Start at the upper-voltage fold, \(P=-0.0806\) C/m² and \(V=0.4004\) V. The tangent points purely along \(P\). Step to \(P=-0.0274\) C/m² while keeping \(V=0.4004\) V. The perpendicular line has constant \(P\), so the corrector changes \(V\) alone. Because \(g\) is linear in \(V\), one correction suffices:

\[
V=0.1129-5.353(-0.0274)+275(-0.0274)^3
\]

\[
\phantom{V}=0.1129+0.1467-0.0057=0.254\ \text{V}.
\]

The voltage has decreased while \(P\) has continued to increase. This point is on the middle branch, and it agrees with a point of the full field calculation to the rounding shown. That calculation uses smaller steps.

## When one film cell represents the whole film

The full problem allows \(P(x)\) to vary. The film contains no free volume charge, so Gauss's law makes \(D\) constant in it. Local \(P\) and \(D\) are related by

\[
D(P)=P+\varepsilon_0\varepsilon_b(\alpha P+\beta P^3).
\]

Differentiation gives

\[
\frac{dD}{dP}=1+\varepsilon_0\varepsilon_b(\alpha+3\beta P^2)\ge1-\varepsilon_0\varepsilon_b|\alpha| .
\]

If \(\varepsilon_0\varepsilon_b|\alpha|<1\), \(D(P)\) is strictly increasing. A constant \(D\) then permits one value of \(P\), and the film is uniform. The load line thus contains every solution of this one-dimensional problem.

The condition matters. For the present \(\alpha\) it guarantees uniformity when \(\varepsilon_b<112.9\). Take instead \(\varepsilon_b=150\), with \(\sigma=V=0\). Setting \(D=0\) allows \(P=0\) and

\[
P^2=\frac{\varepsilon_0\varepsilon_b|\alpha|-1}{\varepsilon_0\varepsilon_b\beta}.
\]

Since \(\varepsilon_0\varepsilon_b|\alpha|=150/112.94=1.328\), this gives \(P=\pm0.0994\) C/m². Let one half of the film take the positive value and the other half the negative one. The film fields are opposite and their potential drops cancel; the dielectric field is zero. All equations hold, yet no uniform load-line state describes this film. The numerical solution shows the same two layers.

The model has no energy cost for a gradient of \(P\). Adding one would change the local constitutive law into a differential equation, and the argument above would no longer apply as it stands.

## The general grid equations

Divide the stack into \(N\) cells of widths \(h_j\), the first \(N_f\) of them in the film, with a node at the interface. Set \(\phi_0=V\) and \(\phi_N=0\). In each cell,

\[
E_j=\frac{\phi_{j-1}-\phi_j}{h_j},\qquad D_j=\varepsilon_0\varepsilon_jE_j+P_j,
\]

where \(\varepsilon_j\) is \(\varepsilon_b\) or \(\varepsilon_d\), and \(P_j=0\) in the dielectric. The equations are

\[
D_{i+1}-D_i=\sigma\,\delta_{i,N_f},\qquad i=1,\ldots,N-1,
\]

\[
E_j-\alpha P_j-\beta P_j^3=0,\qquad j=1,\ldots,N_f .
\]

The unknown vector \(y\) holds \(N-1\) inner potentials, \(N_f\) polarizations and \(V\). There is one more unknown than there are equations, as there must be for a curve of solutions. The example has 12 film cells and 4 dielectric cells of unequal width, hence 27 equations for 28 unknowns.

This discretization adds no truncation error here. Equal \(D_j\) in the film imply equal \(P_j\) by the monotonicity just shown, and hence equal \(E_j\). The sum \(\sum_jh_jE_j=V\) is then the two-layer voltage equation, whatever the mesh. The computed curve departs from the load line by at most about \(10^{-15}\) V, which is rounding error.

For Newton's method, the nonzero derivatives are

\[
\frac{\partial E_j}{\partial\phi_{j-1}}=\frac1{h_j},\qquad
\frac{\partial E_j}{\partial\phi_j}=-\frac1{h_j},
\]

with \(\phi_0=V\) included and the fixed \(\phi_N\) omitted. Multiplication by \(\varepsilon_0\varepsilon_j\) gives the corresponding derivatives of \(D_j\), and \(\partial D_j/\partial P_j=1\) in the film at fixed potentials. The derivative of a constitutive equation with respect to its own \(P_j\) is \(-(\alpha+3\beta P_j^2)\). These entries form the Jacobian \(J\) of the residual \(F(y)\).

## The continuation algorithm

Define the weighted product \(\langle u,v\rangle=\sum_kw_ku_kv_k\). The weights are \(1/(N-1)\) for each inner potential, \(1/(N_fP_0^2)\) for each polarization, and 1 for \(V\), with potentials in volts. Refining the mesh then does not by itself make the potentials or polarizations dominate the step length. Let \(W\) be the diagonal matrix of weights.

1. **Start.** Solve \(F=0\) at a chosen voltage. Find a tangent with \(Jt=0\) and \(t_V>0\), and scale it so that \(\langle t,t\rangle=1\).
2. **Predict.** Set \(y_{\rm p}=y+s\,t\), where \(s\) is the step length.
3. **Correct.** Starting from \(y_{\rm p}\), repeat Newton steps \(\delta\) obtained from

\[
\begin{pmatrix}J\\(Wt)^T\end{pmatrix}\delta=
-\begin{pmatrix}F(y)\\ \langle t,y-y_{\rm p}\rangle\end{pmatrix}.
\]

4. **Turn.** At the corrected point solve

\[
\begin{pmatrix}J\\(Wt)^T\end{pmatrix}t'=
\begin{pmatrix}0\\1\end{pmatrix},
\]

and normalize \(t'\). The last row makes \(\langle t,t'\rangle>0\), so the direction of travel is kept.

5. **Control the step.** Halve \(s\) and repeat if Newton has not converged in 10 iterations or if \(\langle t,t'\rangle<0.95\). After convergence in at most 4 iterations, multiply \(s\) by 1.3, up to a maximum of 0.06.
6. **Locate events.** A sign change of \(t_V\) brackets a fold. A sign change of \(V-V_{\rm target}\) brackets a solution at the target voltage. Refine either by root finding in \(s\), correcting each trial point.

The bordered matrix works at folds for a reason that can be read from the linearized equations. Assume the uniformity condition, so that \(dD/dP>0\). A vector in the kernel of \(J\) has the same \(\delta D\) in every cell. In the film it also has \(\delta P=\delta D/(dD/dP)\), and the law then fixes \(\delta E\). The one number \(\delta D\) determines all potentials and \(\delta V\), so the kernel is one-dimensional. Any null vector of the bordered matrix must be a multiple of the local tangent; the last row excludes it unless that tangent is perpendicular to the old one.

At fixed voltage, by contrast, \(\delta V=0\) is imposed. Since \(\delta V=(A+3BP^2)\delta P\), a nonzero null vector survives precisely when the slope vanishes. At the first fold, the smallest singular value is about \(3\times10^{-16}\) for the fixed-voltage matrix and 0.025 for the bordered one.

The trace from \(-1\) V to just beyond \(+1\) V takes 79 accepted steps and no rejected ones. Completeness has a separate basis: each \(P\) gives one \(V\), so all solutions form one connected curve. For another constitutive law there might be disconnected curves, which a single trace would miss. A step that contains two crossings of the target voltage could also hide both, so the maximum step must resolve the curve.

## Which solutions persist

Solving the static equations does not decide stability. Use the relaxation law

\[
\frac{dP_j}{d\tau}=E_j-E_L(P_j),
\]

where \(\tau\) is time divided by a positive kinetic coefficient, and the potential adjusts instantly at fixed \(V\). Perturb a uniform state. In the film and the dielectric,

\[
\delta E_j=\frac{\delta D-\delta P_j}{\varepsilon_0\varepsilon_b},\qquad
\delta E_d=\frac{\delta D}{\varepsilon_0\varepsilon_d}.
\]

Fixed voltage requires the total change of potential drop to vanish:

\[
\frac{t_f\delta D-\sum_jh_j\delta P_j}{\varepsilon_0\varepsilon_b}
+\frac{t_d\delta D}{\varepsilon_0\varepsilon_d}=0 .
\]

For a layered perturbation with \(\sum_jh_j\delta P_j=0\), this gives \(\delta D=0\). Its growth rate is therefore

\[
\lambda_{\rm layer}=-\left(\alpha+3\beta P^2+\frac1{\varepsilon_0\varepsilon_b}\right)<0
\]

under the uniformity condition. For a uniform perturbation, the voltage equation gives \(\delta E_f=-\delta P/(C_dL)\), so

\[
\lambda_{\rm uniform}=-\left(\alpha+3\beta P^2+\frac1{C_dL}\right)
=-\frac{A+3BP^2}{L}.
\]

Under that condition, a state of this model is stable where \(V\) rises with \(P\) and unstable where it falls. If \(t_d>t_d^*\), even \(P=0\) at \(V=\sigma/C_d\) is stable, although the film's own slope \(\alpha\) is negative there: the dielectric supplies the missing restoring field. Lateral variation is excluded, and this restriction is essential. If \(P\) may also vary along the film, the restoring field fades for lateral wavelengths short against \(t_f\), and without gradient energy the growth rate tends to \(-(\alpha+3\beta P^2)\). This is positive whenever \(|P|<\sqrt{-\alpha/(3\beta)}=0.115\) C/m². The state \(P=0\) is then unstable against domains, and so are the parts of the outer branches next to the folds. How much of this range a gradient energy restores depends on its size.

## Reading the three zero-voltage states

The trace meets \(V=0\) three times:

| \(P\) (C/m²) | \(E_f\) (V/nm) | \(E_d\) (V/nm) | \(\lambda_{\rm uniform}\) |
|---:|---:|---:|---:|
| −0.149 | 0.066 | −0.442 | −1.18 |
| 0.022 | −0.021 | 0.142 | 0.45 |
| 0.127 | −0.076 | 0.505 | −0.73 |

The rates are in V/nm per C/m². For the last state, the depolarization formula gives

\[
E_f=-\frac{(0.1275+0.0200)\times5.647}{11}=-0.0757\ \text{V/nm}.
\]

The film drop is \(-0.757\) V and the dielectric drop \(+0.757\) V, as zero total voltage requires. The positive interface charge adds to positive \(P\) and partly cancels negative \(P\). The positive state has the smaller polarization magnitude, because the three roots sum to zero and the middle one is positive. In this example it also has the larger depolarization field, but that order is not general: it can reverse for a thicker dielectric.

The middle state has a positive growth rate:

\[
-\frac{-5.353+825(0.02162)^2}{11}=0.452 .
\]

In time-integration tests, a small negative push sends it to the lower state and a small positive push to the upper one.

Fixed-voltage sweeps that reuse the previous solution as the Newton guess reach \(P=-0.149\) C/m² at zero voltage on the way up and \(0.127\) C/m² on the way down. They miss the middle branch in this test. Newton's method itself can find that state: of 100 random layered starts at \(V=0\), 30 end there, and the others end at the two outer states. What continuation adds is the connection between the states and the location of the folds.

For a slow sweep, the folds also set the limits of hysteresis in the one-dimensional relaxation model; a faster sweep switches later. They do not predict the switching voltages of a film that can form domains: without gradient energy the outer branches lose lateral stability where \(|P|\) falls below 0.115 C/m², at about 0.308 V on the way up and \(-0.082\) V on the way down. At 0.410 V, just above the upper fold voltage, a film started near the fold polarization evolves to \(P=0.162\) C/m². This is close to the value 0.161 C/m² predicted by the root sum at the fold.

The largest zero-voltage dielectric field is 0.505 V/nm, or 5.05 MV/cm. The field is larger still elsewhere on the curve: about 6.5 MV/cm after the jump at 0.410 V, and 7.8 MV/cm at 1 V. Leakage and breakdown are absent from the equations, so the calculation does not show that a real dielectric could hold these states. Charge that moved to the interface during a sweep would make \(\sigma\) a further unknown and shift the load line as it changed. The numerical output lists nine sample points of the curve and gives the fields at zero voltage to more digits.

## Numbers as computed

```
film, dielectric thickness: 10.0, 1.5 nm
eps_b, eps_d: 20, 30
alpha: -1.0 V/nm per C/m^2
beta: 25.0 V/nm per (C/m^2)^3
interface charge sigma: 0.020 C/m^2
zero-field film polarization: 0.200 C/m^2
eps0*eps_b*|alpha|: 0.1771
L: 11.000 nm; C_d: 0.1771 F/m^2
1/C_d: 5.6470 V m^2/C; sigma/C_d: 0.1129 V
A: -5.3530 V/(C/m^2); B: 275.0 V/(C/m^2)^3
critical dielectric thickness: 3.2279 nm
folds at 0.9 and 1.1 of it: [2, 0]
cells in film, dielectric: 12, 4
accepted, rejected steps: 79, 0
largest load-line mismatch: 1.0e-15 V
largest P spread in film: 2.8e-17 C/m^2
fold: V = 0.40040 V, P = -0.08055 C/m^2
fold: V = -0.17452 V, P = 0.08055 C/m^2
voltage window between folds: 0.57491 V
smallest singular value at fold, fixed V: 3.1e-16
smallest singular value at fold, bordered: 2.5e-02
sample of the curve, in order of travel:
  point 0: V = -1.0000 V, P = -0.1994 C/m^2
  point 9: V = -0.6430 V, P = -0.1852 C/m^2
  point 19: V = -0.1452 V, P = -0.1592 C/m^2
  point 29: V = 0.3051 V, P = -0.1159 C/m^2
  point 39: V = 0.2538 V, P = -0.0274 C/m^2
  point 49: V = -0.1268 V, P = 0.0520 C/m^2
  point 59: V = 0.0388 V, P = 0.1320 C/m^2
  point 69: V = 0.5129 V, P = 0.1677 C/m^2
  point 79: V = 1.0155 V, P = 0.1914 C/m^2
states at V = 0, in order of travel:
  P = -0.14907, D_film = -0.13733, D_diel = -0.11733 C/m^2
    E_film = 0.06626, E_diel = -0.44172 V/nm
    drops: film 0.66258, diel -0.66258 V
    relaxation eigenvalues: max -1.1799, min -6.3136 V/nm per C/m^2
  P = 0.02162, D_film = 0.01783, D_diel = 0.03783 C/m^2
    E_film = -0.02137, E_diel = 0.14243 V/nm
    drops: film -0.21365, diel 0.21365 V
    relaxation eigenvalues: max 0.4516, min -4.6821 V/nm per C/m^2
  P = 0.12745, D_film = 0.11404, D_diel = 0.13404 C/m^2
    E_film = -0.07569, E_diel = 0.50463 V/nm
    drops: film -0.75695, diel 0.75695 V
    relaxation eigenvalues: max -0.7316, min -5.8653 V/nm per C/m^2
random starts ending at each state: [34, 30, 36] of 100
P at V = 0, up and down sweep: -0.14907, 0.12745 C/m^2
far state at first fold voltage: P = 0.16110 C/m^2
jump at V = 0.41040 V ends at P = 0.16172 C/m^2
eps_b limit for guaranteed uniform P: 112.94
layered solution at eps_b = 150, sigma = 0, V = 0: P = 0.0994 and -0.0994 C/m^2
```
